# Remote surface-phonon coupling from the zero-point energy of lattice polarisation

When the mobility or the phonon-limited lifetime of an electron sheet near a polar insulator is calculated, one has to decide which energy fixes the amplitude of the surface phonon's electric field. Each mode has a zero-point energy of half its frequency, and it is tempting to set the electrostatic energy of the field equal to that value, or to half of it as the potential share of an oscillator. In the example worked below, these choices multiply the squared coupling, and with it every golden-rule rate, by ten and by five. The correct condition uses only the part of the potential energy that belongs to the macroscopic electric field; the rest is stored locally in the lattice. That part follows from the dynamics of the polarisation field.

Let the polar crystal fill $z<0$ and a medium of constant permittivity $\kappa$ fill $z>0$. The electron sheet, taken as infinitely thin, lies inside the upper medium at $z=d$. Hartree atomic units are used, with $\hbar=e=m_e=1$ and Gaussian electrostatics, so that a charge $Q$ in vacuum has the potential $Q/r$. The crystal is isotropic and has one undamped transverse optical frequency $\omega_T$. Its electrons respond instantaneously and give the permittivity $\varepsilon_\infty$; with the ions included, the static permittivity is $\varepsilon_0>\varepsilon_\infty$. Retardation is neglected, and the sheet's own electrons do not yet screen the field.

The dynamical variable is the lattice polarisation $\mathbf P$, the dipole density due to ionic displacement. Its Lagrangian is

$$
L=\int_{z<0}\left(\frac{\dot{\mathbf P}^2}{2\chi\omega_T^2}-\frac{\mathbf P^2}{2\chi}\right)d^3r-U_{\rm el}[\mathbf P].
$$

The first term is the ionic kinetic energy and the second the local restoring energy. Besides short-range forces, this local term includes the Coulomb field that neighbouring dipoles add to the macroscopic field at an ion. The last term, called electrostatic below, is the macroscopic Coulomb energy of the charge $\rho=-\nabla\cdot\mathbf P$ in the background of $\varepsilon_\infty$ and $\kappa$, namely $U_{\rm el}=\frac12\int\rho\phi\,d^3r$. Here $\mathbf P$ drops to zero across the interface, so $\rho$ includes the surface charge. Since $\phi$ depends linearly and symmetrically on $\rho$, a variation gives

$$
\delta U_{\rm el}=\int\phi\,\delta\rho\,d^3r=\int\nabla\phi\cdot\delta\mathbf P\,d^3r=-\int\mathbf E\cdot\delta\mathbf P\,d^3r .
$$

The equation of motion is therefore $\ddot{\mathbf P}/\omega_T^2+\mathbf P=\chi\mathbf E$. At frequency $\omega$ it gives $\mathbf P=\chi\mathbf E/(1-\omega^2/\omega_T^2)$, and the displacement $\varepsilon_\infty\mathbf E+4\pi\mathbf P$ defines the permittivity

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{\varepsilon_0-\varepsilon_\infty}{1-\omega^2/\omega_T^2},\qquad 4\pi\chi=\varepsilon_0-\varepsilon_\infty .
$$

The two constants in the Lagrangian are thus fixed by bulk dielectric data.

Fields are expanded over the sheet area $A$ as $f(\mathbf r,z)=\sum_{\mathbf q}f_{\mathbf q}(z)e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q\ne0$ and $\hat{\mathbf q}=\mathbf q/q$. The first question is which polarisation patterns the sheet can feel. A charge layer of amplitude $s$ at $z'<0$ produces, inside the crystal and above it,

$$
\phi=\frac{2\pi s}{\varepsilon_\infty q}\left[e^{-q|z-z'|}+Re^{q(z+z')}\right],\qquad \phi=Ts\,e^{-q(z-z')} .
$$

Continuity of the potential at $z=0$ requires $(2\pi/\varepsilon_\infty q)(1+R)=T$. Continuity of the normal displacement requires $(2\pi/q)(1-R)=\kappa T$. Multiplying the first condition by $\varepsilon_\infty$ and adding the second removes $R$ and gives $T=4\pi/[q(\varepsilon_\infty+\kappa)]$. We now sum over layers with $\rho_{\mathbf q}=-i\mathbf q\cdot\mathbf P_{\mathbf q}-\partial_zP_{z,\mathbf q}$ and integrate the last term by parts. There is no boundary term, because $\mathbf P$ vanishes just above the interface. Hence

$$
\phi_{\mathbf q}(z>0)=\frac{4\pi e^{-qz}}{\varepsilon_\infty+\kappa}\int_{-\infty}^0e^{qz'}\left(P_{z,\mathbf q}-i\hat{\mathbf q}\cdot\mathbf P_{\mathbf q}\right)dz' .
$$

The integral is the scalar product of $\mathbf P_{\mathbf q}$ with one shape, $\mathbf u_{\mathbf q}=(i\hat{\mathbf q},1)e^{qz}$, where the first entry is the in-plane part and the second the normal part. Polarisation orthogonal to this shape produces no potential above the crystal.

It remains to show that $\mathbf u_{\mathbf q}$ is itself a normal mode. Set $\mathbf P_{\mathbf q}=\sigma_{\mathbf q}\mathbf u_{\mathbf q}$. Its divergence is $(-q+q)\sigma_{\mathbf q}e^{qz}=0$, so the charge is confined to the surface and has density $P_z(0)=\sigma_{\mathbf q}$. The potential decays as $e^{-q|z|}$ on both sides, and the jump in displacement gives

$$
(\varepsilon_\infty+\kappa)q\,\phi_{\mathbf q}(0)=4\pi\sigma_{\mathbf q} .
$$

Inside the crystal the field is $\mathbf E_{\mathbf q}=-q\phi_{\mathbf q}(0)\mathbf u_{\mathbf q}=-4\pi\mathbf P_{\mathbf q}/(\varepsilon_\infty+\kappa)$. It is proportional to the polarisation that made it. The map from $\mathbf P$ to $\mathbf E$ is Hermitian, because it derives from the real quadratic energy $U_{\rm el}$, so it does not mix $\mathbf u_{\mathbf q}$ with the orthogonal patterns. The other two terms of the Lagrangian are local and isotropic and do not mix them either.

The silent patterns are the bulk modes. A gradient $\mathbf P=\nabla f$ with $f=0$ at the surface has $\phi=4\pi f/\varepsilon_\infty$ inside and zero outside: this satisfies Poisson's equation, and the normal displacement $-\varepsilon_\infty\partial_z\phi+4\pi\partial_zf$ vanishes. The depolarising field $-4\pi\mathbf P/\varepsilon_\infty$ raises the squared frequency to $\omega_T^2\varepsilon_0/\varepsilon_\infty$, the longitudinal value. Divergence-free patterns with $P_z(0)=0$ carry no charge and stay at $\omega_T$.

For the surface mode, $\int|\mathbf u_{\mathbf q}|^2dz=2\int_{-\infty}^0e^{2qz}dz=1/q$. The Coulomb energy is $\frac12A\sum_{\mathbf q}\sigma_{\mathbf q}^*\phi_{\mathbf q}(0)$. The surface part of the Lagrangian is then

$$
L_S=A\sum_{\mathbf q}\left[\frac{|\dot\sigma_{\mathbf q}|^2}{2\chi\omega_T^2q}-\frac{|\sigma_{\mathbf q}|^2}{2\chi q}-\frac{2\pi|\sigma_{\mathbf q}|^2}{q(\varepsilon_\infty+\kappa)}\right].
$$

Comparison with $\frac12\mu_q|\dot\sigma_{\mathbf q}|^2-\frac12\mu_q\omega_S^2|\sigma_{\mathbf q}|^2$ gives the oscillator mass $\mu_q=A/(\chi\omega_T^2q)$ and the frequency

$$
\omega_S^2=\omega_T^2\left(1+\frac{4\pi\chi}{\varepsilon_\infty+\kappa}\right)=\omega_T^2\,\frac{\varepsilon_0+\kappa}{\varepsilon_\infty+\kappa} .
$$

The term 1 in the bracket comes from the local restoring forces and the second term from the surface charge. Inserting $\omega_S$ into $\varepsilon(\omega)$ gives $\varepsilon(\omega_S)=-\kappa$, the usual condition for an electrostatic surface mode.

Since $\sigma_{\mathbf r}$ is real in space, $\sigma_{-\mathbf q}=\sigma_{\mathbf q}^*$, and the amplitudes at $\pm\mathbf q$ must be quantised together. Write $\sigma_{\pm\mathbf q}=(x\pm iy)/\sqrt2$. The two terms of the sum then add up to two real oscillators, $x$ and $y$, each of mass $\mu_q$ and frequency $\omega_S$. With $a_{\pm\mathbf q}=(a_x\pm ia_y)/\sqrt2$ one obtains

$$
\sigma_{\mathbf q}=\left(\frac{1}{2\mu_q\omega_S}\right)^{1/2}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right),\qquad
\langle|\sigma_{\mathbf q}|^2\rangle=\frac{\chi\omega_T^2q}{2A\omega_S} .
$$

There are two oscillators for two wave vectors, so each $\mathbf q$ carries the zero-point energy $\omega_S/2$. Half of it, $\omega_S/4$, is potential energy. Both potential terms are proportional to $|\sigma_{\mathbf q}|^2$, and they share this energy in the ratio of their contributions to $\omega_S^2$, which are $\omega_T^2$ for the local forces and $\omega_S^2-\omega_T^2$ for the macroscopic field. The electrostatic zero-point energy per wave vector is therefore

$$
U_{\mathbf q}=\frac{\omega_S}{4}\left(1-\frac{\omega_T^2}{\omega_S^2}\right)=\frac{\omega_S}{4}\,\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0+\kappa} .
$$

In terms of the potential, the same energy is $\frac12A\langle\sigma_{\mathbf q}^*\phi_{\mathbf q}(0)\rangle$ with $\sigma_{\mathbf q}=q(\varepsilon_\infty+\kappa)\phi_{\mathbf q}(0)/4\pi$. Matching the two expressions reads

$$
\frac{Aq(\varepsilon_\infty+\kappa)}{8\pi}\langle|\phi_{\mathbf q}(0)|^2\rangle=\frac{\omega_S}{4}\,\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0+\kappa} .
$$

Solving for the potential gives

$$
\langle|\phi_{\mathbf q}(0)|^2\rangle=\frac{2\pi\omega_S}{Aq}\,\Delta,\qquad
\Delta=\frac{\varepsilon_0-\varepsilon_\infty}{(\varepsilon_\infty+\kappa)(\varepsilon_0+\kappa)}=\frac1{\varepsilon_\infty+\kappa}-\frac1{\varepsilon_0+\kappa} .
$$

At the sheet the potential is smaller by $e^{-qd}$. An electron has charge $-1$, so its interaction energy is $-\phi(\mathbf r,d)$:

$$
H_{\rm int}=\sum_{\mathbf q}M_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right),\qquad
M_{\mathbf q}=-\left(\frac{2\pi\omega_S\Delta}{Aq}\right)^{1/2}e^{-qd} .
$$

The sign of $M_{\mathbf q}$ drops out of the rates and second-order energies below, which contain $|M_{\mathbf q}|^2$. Had the electrostatic energy been set to $\omega_S/4$, the squared coupling would have been too large by the factor $(\varepsilon_0+\kappa)/(\varepsilon_0-\varepsilon_\infty)$; setting it to $\omega_S/2$ doubles that factor. The first error disappears as $\varepsilon_0\to\infty$ at fixed $\varepsilon_\infty$, $\kappa$, because the macroscopic field then supplies nearly all the stiffness. It grows without limit as $\varepsilon_0\to\varepsilon_\infty$, where the vibration loses its dipole and the true coupling vanishes. A large $\kappa$ also weakens the coupling, since then $\Delta\approx(\varepsilon_0-\varepsilon_\infty)/\kappa^2$.

The normalisation can be checked against the force that the crystal exerts on charges in the sheet. Place an external charge density $s_{\mathbf q}e^{-i\omega t}$ at $z=d$. Its energy in the phonon field is $A\sum_{\mathbf q}s_{\mathbf q}^*\gamma\sigma_{\mathbf q}$, with $\gamma=4\pi e^{-qd}/[q(\varepsilon_\infty+\kappa)]$. The driven oscillator obeys $\mu_q(\omega_S^2-\omega^2)\sigma_{\mathbf q}=-A\gamma s_{\mathbf q}$ and returns the potential $\gamma\sigma_{\mathbf q}$ to the sheet. Because $A|M_{\mathbf q}|^2=A\gamma^2/(2\mu_q\omega_S)$, the potential per unit charge density is

$$
W_{\rm ph}(q,\omega)=\frac{A\gamma^2}{\mu_q(\omega^2-\omega_S^2)}=A|M_{\mathbf q}|^2\,\frac{2\omega_S}{\omega^2-\omega_S^2} .
$$

Dielectric theory gives the same quantity without any phonons. The sheet's Coulomb interaction above a substrate of permittivity $\varepsilon$ is $(2\pi/\kappa q)[1+e^{-2qd}(\kappa-\varepsilon)/(\kappa+\varepsilon)]$, and $(\kappa-\varepsilon)/(\kappa+\varepsilon)=2\kappa/(\kappa+\varepsilon)-1$. Replacing $\varepsilon_\infty$ by $\varepsilon(\omega)$ changes it by

$$
\delta W=\frac{4\pi}{q}e^{-2qd}\left[\frac1{\kappa+\varepsilon(\omega)}-\frac1{\kappa+\varepsilon_\infty}\right].
$$

Putting $\varepsilon(\omega)+\kappa$ over a common denominator gives $(\varepsilon_\infty+\kappa)(\omega_S^2-\omega^2)/(\omega_T^2-\omega^2)$. The square bracket is therefore

$$
\frac1{\varepsilon_\infty+\kappa}\left[\frac{\omega_T^2-\omega^2}{\omega_S^2-\omega^2}-1\right]
=\frac{1}{\varepsilon_\infty+\kappa}\,\frac{\omega_S^2-\omega_T^2}{\omega^2-\omega_S^2}
=\frac{\omega_S^2\Delta}{\omega^2-\omega_S^2},
$$

where the last step uses $\omega_S^2-\omega_T^2=\omega_S^2(\varepsilon_0-\varepsilon_\infty)/(\varepsilon_0+\kappa)$. Thus $\delta W=W_{\rm ph}$ at every frequency within this model. Below $\omega_S$ the mediated interaction between like charges is attractive; above it the lattice responds out of phase and the sign reverses.

A second check is an electron held fixed. Each phonon is then a displaced oscillator, and completing the square lowers the energy by $|M_{\mathbf q}|^2/\omega_S$. With $\sum_{\mathbf q}\to A\int q\,dq/2\pi$,

$$
E_{\rm fixed}=-\sum_{\mathbf q}\frac{|M_{\mathbf q}|^2}{\omega_S}=-\Delta\int_0^\infty e^{-2qd}\,dq=-\frac{\Delta}{2d} .
$$

The classical image energy of a unit charge is $(\kappa-\varepsilon)/[4\kappa d(\kappa+\varepsilon)]$, and its value at $\varepsilon_0$ minus that at $\varepsilon_\infty$ is also $-\Delta/2d$. The phonons supply the ionic part of the image energy; the electronic part belongs to the instantaneous background and must not be counted again.

An electron of band mass $m$ that is free to move recoils when it emits a virtual phonon. For an electron at rest, with no phonons present, second-order perturbation theory adds the recoil energy to the denominator. Let $q_0=\sqrt{2m\omega_S}$, $x=q/q_0$ and $a=2q_0d$:

$$
E_{\rm mob}=-\sum_{\mathbf q}\frac{|M_{\mathbf q}|^2}{\omega_S+q^2/2m}=-\Delta q_0F(a),\qquad
F(a)=\int_0^\infty\frac{e^{-ax}}{1+x^2}\,dx .
$$

Differentiating twice under the integral shows that $F''+F=1/a$. The decaying solution is

$$
F(a)={\rm Ci}(a)\sin a+\left[\frac\pi2-{\rm Si}(a)\right]\cos a ,
$$

with the sine and cosine integrals ${\rm Si}(a)=\int_0^a(\sin t/t)\,dt$ and ${\rm Ci}(a)=-\int_a^\infty(\cos t/t)\,dt$. It is unique, since any added combination of $\sin a$ and $\cos a$ would not decay. For $a\gg1$, $F\approx1/a$ and the fixed-charge result returns: a distant sheet exchanges small momenta, and recoil costs little. For $a\to0$, $F\to\pi/2$, so recoil replaces the divergence in $1/d$ by the finite value $-\pi\Delta q_0/2$.

At temperature $T$ the same electron can absorb a real phonon. Emission is closed to it because it has no kinetic energy to give up. With the Bose occupation $N=1/(e^{\omega_S/k_BT}-1)$, the golden rule gives

$$
\Gamma=2\pi\sum_{\mathbf q}|M_{\mathbf q}|^2N\,\delta\!\left(\frac{q^2}{2m}-\omega_S\right)=mA|M_{q_0}|^2N .
$$

The last step uses $q\,dq=m\,d(q^2/2m)$. The factor $2\pi$ of the golden rule cancels the $2\pi$ in the density of wave vectors.

Take round model parameters that stand for no particular material: $\varepsilon_\infty=2$, $\varepsilon_0=4$, $\kappa=6$, $\omega_T=0.002$ hartree, $d=30$ bohr, $m=0.1$ and $T=300$ K. Then $\omega_S=0.002\sqrt{10/8}=0.002236$ hartree, or 60.8 meV, and $\Delta=1/8-1/10=0.025$. The absorbed wave number is $q_0=\sqrt{2(0.1)(0.002236)}=0.02115$ bohr$^{-1}$, for which $e^{-2q_0d}=0.281$. The squared coupling becomes

$$
A|M_{q_0}|^2=\frac{2\pi(0.002236)(0.025)(0.281)}{0.02115}=0.00467\ \text{hartree}^2\,\text{bohr}^2 ,
$$

or 0.00968 eV$^2$ nm$^2$. The potential zero-point energy is $\omega_S/4=5.59\times10^{-4}$ hartree, of which the fraction $2/10$, or $1.118\times10^{-4}$ hartree, is electrostatic. This is the origin of the factors five and ten in the opening paragraph.

The fixed-charge shift is $-0.025/60=-4.17\times10^{-4}$ hartree. Recoil reduces it to $-2.86\times10^{-4}$ hartree, or $-7.8$ meV, about 69 per cent of the fixed value. With $N=0.105$ the absorption rate is $0.1\times0.00467\times0.105=4.90\times10^{-5}$ atomic units, which is $2.0\times10^{12}$ s$^{-1}$.

Two ratios give an impression of the coupling strength. The shift without phonons present is 0.13 of $\omega_S$, and the absorption rate at 300 K is 0.022 of $\omega_S$, so absorption broadens the electron's level by much less than a phonon energy. The first ratio alone does not fix the size of the higher orders. At given $a$ the fourth-order energy, relative to the second-order one, is proportional to this ratio, but the coefficient depends on $a$ and vanishes in the fixed-charge limit, where the second-order energy is exact whatever its size. Both quantities grow in proportion to $\Delta$ if $\omega_S$ and the other variables are held fixed, but $\Delta$ cannot exceed $1/(\varepsilon_\infty+\kappa)$.

The neglect of retardation requires $q\gg\sqrt\kappa\,\omega_S/c$. At $q_0$ the ratio of the two sides is about 530. The fixed-charge integral does reach down to $q=0$, but the range below $4.0\times10^{-5}$ bohr$^{-1}$ contributes at most the fraction $2d\times4.0\times10^{-5}\approx0.0024$ of it.

The derivation was tested by solving Poisson's equation on a finite-element grid and diagonalising the lattice polarisation in the plane of $\mathbf q$ and the surface normal, without assuming any mode shape. For three parameter sets, the zero-point potential at the sheet, summed over all modes, agrees with the formula for $A|M_{\mathbf q}|^2$ to a relative error of at most $1.8\times10^{-4}$. The mediated interaction, compared at zero, one real and one imaginary frequency, shows the same largest error. Modes other than the surface mode contribute a share of at most $2\times10^{-26}$, which is rounding noise. The surface frequency is also reproduced to rounding, far better than the grid resolves the potential. The reason is the mirror symmetry of the grid. The polarisation is sampled with the same rule as the field energy, so the depolarising factor of the surface mode on the grid is $4\pi Y_-/(\varepsilon_\infty Y_-+\kappa Y_+)$, where $Y_-$ and $Y_+$ are the surface responses (normal field per unit surface potential, at unit permittivity) of the lower and the upper side. Equal cells and equal depths make $Y_-=Y_+$, and the factor is exactly $4\pi/(\varepsilon_\infty+\kappa)$ whatever error the common value carries. The squared potential at the surface is proportional to $1/Y$ and does depend on that value, and here the midpoint rule helps. Per unit permittivity, a cell of thickness $h$ has the diagonal element $a=1/h+q^2h/4$ and the off-diagonal element $b=-1/h+q^2h/4$. The surface response $Y$ of a half-space does not change when one more cell is added, so $Y=a-b^2/(a+Y)$. This gives $Y^2=a^2-b^2=q^2$, the exact value for any $h$. The potential at the surface therefore has no error from the cell size, and only an exponentially small one from cutting off the grid. What remains is the error in the decay of the potential from the surface to the sheet, which affects the coupling but not the frequency. The remaining comparisons are in the numerical output.

The result should not be carried over unchanged to a dense electron sheet. Its electrons screen $M_{\mathbf q}$, and when their plasma frequency approaches $\omega_S$ the two excitations mix, so that a bare phonon of fixed frequency is no longer the right starting point. The densities concerned are ordinary ones: in the example, the long-wavelength estimate $\omega_p^2=Wnq^2/m$, with $W$ the sheet's Coulomb interaction above $\varepsilon_\infty$, reaches $\omega_S^2$ at $q_0$ for $n\approx7\times10^{11}$ cm$^{-2}$. The crystal was also taken as a half-space, which requires a thickness $t\gg1/q$, and $1/q_0$ is 2.5 nm in the example. For a layer on a metal gate, $\varepsilon_\infty$ and $\varepsilon_0$ are both multiplied by $\coth qt$ in the formulas for $\omega_S$ and $\Delta$; at $t=2$ nm this raises the squared coupling at $q_0$ by about 15 per cent. In a sheet of finite thickness, the coupling of an electron that stays in one subband contains the average of $e^{-qz}$ over the charge profile in place of $e^{-qd}$. At wavelengths comparable with the lattice spacing, a sharp interface and a local permittivity both cease to be meaningful. With several polar branches, the surface condition $\varepsilon(\omega)+\kappa=0$ has several roots, and the electrostatic share of the zero-point energy must be found for each of them.

## Computed values

```
eps_inf, eps_0, kappa = 2, 4, 6
TO frequency = 0.002000 hartree
sheet distance d = 30.0 bohr = 1.588 nm
electron mass m = 0.10 electron masses
temperature = 300 K
surface frequency = 0.002236 hartree = 60.85 meV
dielectric difference delta = 0.025000
q0 = 0.021147 1/bohr
2 q0 d = 1.26885
exp(-2 q0 d) = 0.28116
retardation scale sqrt(kappa) w_s/c = 3.997e-05 1/bohr
q0 / retardation scale = 529.1
area*|M|^2 at q0, formula = 0.004670 hartree^2 bohr^2
area*|M|^2 at q0, all modes = 0.004669 hartree^2 bohr^2
area*|M|^2 at q0 = 0.009683 eV^2 nm^2
zero-point energy per mode = 1.118034e-03 hartree
its potential half = 5.590170e-04 hartree
electrostatic part, formula = 1.118034e-04 hartree
electrostatic part, all modes = 1.118034e-04 hartree
overestimate of |M|^2 if matched to w_s/4 = 5.000
overestimate of |M|^2 if matched to w_s/2 = 10.000
fixed-charge shift = -4.166667e-04 hartree
fixed-charge shift, image charges = -4.166667e-04 hartree
mobile-electron shift = -2.860126e-04 hartree = -7.783 meV
|mobile shift| / w_s = 0.1279
thermal energy = 9.500435e-04 hartree
Bose occupation N = 0.10500
absorption rate at rest = 4.90321e-05 atomic units = 2.0271e+12 1/s
absorption rate, broadened = 4.90334e-05 atomic units
absorption rate / w_s = 0.02193
largest relative error, surface frequency = 3.9e-15
largest relative error, coupling = 1.8e-04
largest relative error, electrostatic energy = 3.6e-14
largest relative error, response = 1.8e-04
largest share of other modes at sheet = 2.0e-26
largest deviation of other modes from TO or LO = 8.0e-14
```
